# The equilibrium ortho-to-para ratio of interstitial hydrogen in silicon: a program that tests the result

```python
# Result under test: equilibrium ortho/para ratio of a free H2 rotor,
# R = 3*sum_odd[(2J+1)exp(-x J(J+1))]/sum_even[(2J+1)exp(-x J(J+1))].
# x = B/(kT), B = rotational constant; energies below are in cm^-1.
# R is near 3 at 300 K and near 1 at 77 K for B = 59 cm^-1.
# Ortho has nuclear spin 1 and odd J; para has spin 0 and even J.
# Trial cage fields and rattling coupling size effects left out of R.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lpmv

B = 59.0
T_COLD, T_ROOM = 77.0, 300.0
K_CM = const.k / (const.h * const.c * 100.0)


def rotor_sums(x):
    j = np.arange(100)
    w = (2*j + 1) * np.exp(-x*j*(j + 1))
    return w[::2].sum(), w[1::2].sum()


def ratio(T, b=B):
    even, odd = rotor_sums(b / (K_CM*T))
    return 3*odd/even


def level_ratio(even, odd, T):
    ref = min(np.min(even), np.min(odd))
    return (3*np.exp(-(odd-ref)/(K_CM*T)).sum()
            / np.exp(-(even-ref)/(K_CM*T)).sum())


# Proton-spin exchange and total spin from explicit matrices
swap = np.eye(4)[[0, 2, 1, 3]]
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
spin_square = np.zeros((4, 4), complex)
for s in pauli:
    total = (np.kron(s, np.eye(2)) + np.kron(np.eye(2), s))/2
    spin_square += total @ total
assert np.allclose(spin_square, np.eye(4) + swap)
swap_values = np.linalg.eigvalsh(swap)
spin_count = {p: int(np.sum(np.abs(swap_values-p) < 1e-10))
              for p in (-1, 1)}

# Angular Laplacian on a polar grid, without assuming J(J+1)
N = 600
step = math.pi/N
theta = (np.arange(N)+0.5)*step
sine = np.sin(theta)
edge = np.sin(np.arange(N+1)*step)
grid_levels = []
for m in range(-9, 10):
    diagonal = (edge[1:]+edge[:-1])/(sine*step**2) + m*m/sine**2
    off = -edge[1:-1]/(step**2*np.sqrt(sine[:-1]*sine[1:]))
    values, vectors = eigh_tridiagonal(
        diagonal, off, select='v', select_range=(-0.5, 80.0))
    for n, value in enumerate(values):
        reflection = np.dot(vectors[:, n], vectors[::-1, n])
        parity = int(np.sign(reflection))*(-1)**abs(m)
        grid_levels.append((value, parity))


def grid_ratio(T):
    population = {-1: 0.0, 1: 0.0}
    for value, parity in grid_levels:
        # Fermions require total exchange sign -1
        spin_parity = -parity
        population[spin_parity] += (spin_count[spin_parity]
                                    * math.exp(-B*value/(K_CM*T)))
    return population[1]/population[-1]


for T in (T_COLD, 150.0, T_ROOM):
    assert abs(grid_ratio(T)/ratio(T)-1) < 1e-3
assert abs(ratio(T_COLD)-1) < 0.05
assert 2.95 < ratio(T_ROOM) < 3
assert np.all(np.diff([ratio(t) for t in np.linspace(10, 400, 80)]) > 0)

# High-temperature bound and limiting ratio
for x in (0.02, 0.1, 0.283, 1.0):
    peak = math.sqrt(2/x)*math.exp(x/4-0.5)
    for value in rotor_sums(x):
        assert abs(2*value-1/x) <= 4*peak
assert abs(ratio(3000.0)-3) < 1e-6
two_level = 9*math.exp(-2*B/(K_CM*T_COLD))
assert abs(two_level/ratio(T_COLD)-1) < 0.01
T_one = brentq(lambda t: ratio(t)-1, 50, 100)
T_one_estimate = 2*B/(K_CM*math.log(9))
assert abs(T_one/T_one_estimate-1) < 0.01

# Mean-energy sensitivity against a finite difference
j = np.arange(40)
energy = B*j*(j+1)
weight = (2*j+1)*np.exp(-energy/(K_CM*T_COLD))
U_para = np.average(energy[::2], weights=weight[::2])
U_ortho = np.average(energy[1::2], weights=weight[1::2])
sensitivity = (U_ortho-U_para)/(K_CM*T_COLD)
d = 1e-4
slope_T = (math.log(ratio(T_COLD*(1+d)))
           - math.log(ratio(T_COLD*(1-d))))/(2*d)
slope_B = (math.log(ratio(T_COLD, B*(1+d)))
           - math.log(ratio(T_COLD, B*(1-d))))/(2*d)
assert abs(slope_T-sensitivity) < 1e-6
assert abs(slope_B+sensitivity) < 1e-6

# Conversion after fast cooling, in units of the conversion time
R_cold, R_room = ratio(T_COLD), ratio(T_ROOM)
f_cold, f_room = R_cold/(1+R_cold), R_room/(1+R_room)
f_three = f_cold+(f_room-f_cold)*math.exp(-3)
ortho_to_para = 1/(1+R_cold)
para_to_ortho = R_cold/(1+R_cold)
solution = solve_ivp(
    lambda t, f: -ortho_to_para*f+para_to_ortho*(1-f),
    (0, 3), [f_room], rtol=1e-9, atol=1e-11)
assert abs(solution.y[0, -1]-f_three) < 1e-7

# Bond stretching: minimize harmonic plus centrifugal energy
stretch = 3600.0
D = 4*B**3/stretch**2
L = 2
minimum = minimize_scalar(
    lambda z: stretch**2*z*z/(4*B)+L*B/(1+z)**2,
    bounds=(-0.01, 0.02), method='bounded',
    options={'xatol': 1e-11})
assert abs((L*B-minimum.fun)/(D*L*L)-1) < 0.02
je, jo = np.array([0, 2, 4]), np.array([1, 3, 5])


def stretched_levels(js):
    return np.concatenate([
        np.full(2*q+1, B*q*(q+1)-D*(q*(q+1))**2) for q in js])


R_stretch = level_ratio(stretched_levels(je), stretched_levels(jo), T_COLD)

# Spherical quadrature for matrix elements between rotor states
nodes, node_weights = np.polynomial.legendre.leggauss(16)
phi = np.arange(32)*2*math.pi/32
u, angle = np.meshgrid(nodes, phi, indexing='ij')
u, angle = u.ravel(), angle.ravel()
sphere_weight = np.repeat(node_weights, 32)*2*math.pi/32
axis = np.array([np.sqrt(1-u*u)*np.cos(angle),
                 np.sqrt(1-u*u)*np.sin(angle), u])


def rotor_basis(js):
    functions, energies = [], []
    for q in js:
        for m in range(-q, q+1):
            a = abs(m)
            norm = math.sqrt((2*q+1)/(4*math.pi)
                             * math.factorial(q-a)/math.factorial(q+a))
            functions.append(norm*lpmv(a, q, u)*np.exp(1j*m*angle))
            energies.append(B*q*(q+1))
    return np.array(functions), np.array(energies)


def matrix(functions, field):
    return (functions.conj()*(sphere_weight*field)) @ functions.T


cubic_barrier, axial_barrier = 100.0, 30.0
cubic = 1.5*cubic_barrier*((axis**4).sum(axis=0)-0.6)
axial = axial_barrier*(axis[2]**2-1/3)
Y1, _ = rotor_basis([1])
assert np.max(np.abs(matrix(Y1, cubic))) < 1e-9
axial_shifts = np.linalg.eigvalsh(matrix(Y1, axial))
assert abs(axial_shifts.sum()) < 1e-9
assert np.ptp(axial_shifts) > 1


def field_ratio(field):
    levels = []
    for js in ([0, 2, 4, 6, 8], [1, 3, 5, 7]):
        Y, e = rotor_basis(js)
        assert np.allclose(matrix(Y, np.ones_like(u)), np.eye(len(e)))
        levels.append(np.linalg.eigvalsh(np.diag(e)+matrix(Y, field)))
    return level_ratio(*levels, T_COLD)


R_cubic, R_axial = field_ratio(cubic), field_ratio(axial)

# Isotropic rattling coupled to rotation. Only even total quanta are
# retained; odd quanta form a separate, thermally weak sector.
rattle, alpha = 500.0, 0.5


def coupled_levels(js, coupling, max_quanta):
    states = np.array([(a, b, c) for a in range(max_quanta+1)
                       for b in range(max_quanta+1)
                       for c in range(max_quanta+1)
                       if a+b+c <= max_quanta and (a+b+c) % 2 == 0])
    size = max_quanta+3
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    q = (lower+lower.T)/math.sqrt(2)
    powers = [np.eye(size), q, q@q]
    Y, e = rotor_basis(js)
    H = np.kron(np.diag(rattle*states.sum(axis=1)), np.eye(len(e)))
    H = H.astype(complex)+np.kron(np.eye(len(states)), np.diag(e))
    for i in range(3):
        for k in range(3):
            displacement = np.ones((len(states), len(states)))
            for direction in range(3):
                power = int(direction == i)+int(direction == k)
                n = states[:, direction]
                displacement *= powers[power][np.ix_(n, n)]
            rotation = matrix(Y, axis[i]*axis[k]-(i == k)/3)
            H += coupling*rattle/2*np.kron(displacement, rotation)
    return np.linalg.eigvalsh(H)


small = 0.1
even_small = coupled_levels([0, 2, 4], small, 4)
odd_small = coupled_levels([1, 3, 5], small, 4)


def second_order_shifts(coupling):
    prefactor = -(coupling*rattle)**2/12
    zero = prefactor/(2*rattle+6*B)
    one = prefactor*(0.4/(2*rattle)+0.6/(2*rattle+10*B))
    return zero, one


shift_zero, shift_one = second_order_shifts(small)
assert abs(even_small[0]/shift_zero-1) < 0.1
assert abs((odd_small[0]-2*B)/shift_one-1) < 0.1
even_four = coupled_levels([0, 2, 4], alpha, 4)
odd_four = coupled_levels([1, 3, 5], alpha, 4)
even_six = coupled_levels([0, 2, 4], alpha, 6)
odd_six = coupled_levels([1, 3, 5], alpha, 6)
R_rattle_four = level_ratio(even_four, odd_four, T_COLD)
R_rattle = level_ratio(even_six, odd_six, T_COLD)
assert abs(R_rattle-R_rattle_four) < 0.005
bond_factor = 1.03
R_long = ratio(T_COLD, B/bond_factor**2)
for corrected in (R_stretch, R_cubic, R_axial, R_rattle, R_long):
    assert 0.8 < corrected < 1.2

bond = math.sqrt(const.hbar**2/(const.m_p*const.h*const.c*100*B))
inertia = const.m_p*bond**2/2
assert abs(const.hbar**2/(2*inertia)/(const.h*const.c*100)-B) < 1e-9
to_meV = const.h*const.c*100/const.e*1000

print(f"Rotational constant B: {B:.1f} cm^-1")
print(f"Lowest spacing 2B: {2*B:.1f} cm^-1 = {2*B*to_meV:.3f} meV")
print(f"Bond length implied by B: {bond*1e10:.4f} angstrom")
print(f"Spin states ortho, para: {spin_count[1]}, {spin_count[-1]}")
for T in (T_ROOM, T_COLD):
    x = B/(K_CM*T)
    even, odd = rotor_sums(x)
    print(f"At {T:.0f} K: kT = {K_CM*T:.3f} cm^-1, x = {x:.5f}")
    for q in range(5):
        spin = 3 if q % 2 else 1
        w = spin*(2*q+1)*math.exp(-x*q*(q+1))
        print(f"  J={q} weight including spin: {w:.6g}")
    print(f"  Ortho sum, para sum: {3*odd:.6f}, {even:.6f}")
for T in (300, 200, 150, 100, 77, 50, 20):
    print(f"Equilibrium ortho/para at {T} K: {ratio(T):.6g}")
print(f"Grid ratio at 300 K, 77 K: {grid_ratio(300):.5f}, {grid_ratio(77):.5f}")
print(f"Two-level ratio at 77 K: {two_level:.5f}")
print(f"Ratio one, full sums: {T_one:.3f} K")
print(f"Ratio one, two-level estimate: {T_one_estimate:.3f} K")
print(f"Ortho fraction at 300 K, 77 K: {f_room:.5f}, {f_cold:.5f}")
print(f"Mean energy ortho, para at 77 K: {U_ortho:.3f}, {U_para:.3f} cm^-1")
print(f"d ln R/d ln T at 77 K: {sensitivity:.4f}")
print(f"Ortho fraction after 3 conversion times: {f_three:.5f}")
print(f"Ortho/para after 3 conversion times: {f_three/(1-f_three):.5f}")
print(f"Rough stretch wavenumber: {stretch:.0f} cm^-1; D: {D:.5f} cm^-1")
print(f"77 K ratio with bond stretching: {R_stretch:.5f}")
print(f"Assumed cubic barrier: {cubic_barrier:.0f} cm^-1; ratio: {R_cubic:.5f}")
print(f"Assumed axial barrier: {axial_barrier:.0f} cm^-1; ratio: {R_axial:.5f}")
print("Axial J=1 shifts: " + ", ".join(f"{v:.3f}" for v in axial_shifts) + " cm^-1")
print(f"Assumed rattling quantum: {rattle:.0f} cm^-1; alpha: {alpha:.2f}")
s0, s1 = second_order_shifts(alpha)
print(f"Second-order J=0, J=1 shifts: {s0:.3f}, {s1:.3f} cm^-1")
print(f"Diagonalized J=0, J=1 shifts: {even_six[0]:.3f}, {odd_six[0]-2*B:.3f} cm^-1")
print(f"77 K ratio with rattling coupling: {R_rattle:.5f}")
print(f"Bond longer by {100*(bond_factor-1):.0f}%: B = {B/bond_factor**2:.3f} cm^-1")
print(f"77 K ratio with longer bond: {R_long:.5f}")
print("every check passed")
```

Running it gives:

```
Rotational constant B: 59.0 cm^-1
Lowest spacing 2B: 118.0 cm^-1 = 14.630 meV
Bond length implied by B: 0.7532 angstrom
Spin states ortho, para: 3, 1
At 300 K: kT = 208.510 cm^-1, x = 0.28296
  J=0 weight including spin: 1
  J=1 weight including spin: 5.11054
  J=2 weight including spin: 0.915469
  J=3 weight including spin: 0.70399
  J=4 weight including spin: 0.0313681
  Ortho sum, para sum: 5.821329, 1.946927
At 77 K: kT = 53.518 cm^-1, x = 1.10244
  J=0 weight including spin: 1
  J=1 weight including spin: 0.992375
  J=2 weight including spin: 0.00670301
  J=3 weight including spin: 3.77415e-05
  J=4 weight including spin: 2.39098e-09
  Ortho sum, para sum: 0.992413, 1.006703
Equilibrium ortho/para at 300 K: 2.99001
Equilibrium ortho/para at 200 K: 2.85599
Equilibrium ortho/para at 150 K: 2.50535
Equilibrium ortho/para at 100 K: 1.59955
Equilibrium ortho/para at 77 K: 0.985805
Equilibrium ortho/para at 50 K: 0.301653
Equilibrium ortho/para at 20 K: 0.00185187
Grid ratio at 300 K, 77 K: 2.99001, 0.98581
Two-level ratio at 77 K: 0.99237
Ratio one, full sums: 77.513 K
Ratio one, two-level estimate: 77.268 K
Ortho fraction at 300 K, 77 K: 0.74937, 0.49643
Mean energy ortho, para at 77 K: 118.022, 2.357 cm^-1
d ln R/d ln T at 77 K: 2.1613
Ortho fraction after 3 conversion times: 0.50902
Ortho/para after 3 conversion times: 1.03674
Rough stretch wavenumber: 3600 cm^-1; D: 0.06339 cm^-1
77 K ratio with bond stretching: 0.99021
Assumed cubic barrier: 100 cm^-1; ratio: 0.98856
Assumed axial barrier: 30 cm^-1; ratio: 0.98853
Axial J=1 shifts: -4.000, -4.000, 8.000 cm^-1
Assumed rattling quantum: 500 cm^-1; alpha: 0.50
Second-order J=0, J=1 shifts: -3.847, -4.049 cm^-1
Diagonalized J=0, J=1 shifts: -3.666, -3.844 cm^-1
77 K ratio with rattling coupling: 0.98901
Bond longer by 3%: B = 55.613 cm^-1
77 K ratio with longer bond: 1.11542
every check passed
```
